Why field-swept EPR areas follow g1²/g, not the transition probability alone

Two powders contain equal numbers of spin-1/2 centres. One is axial, with g⊥ = 3 and g∥ = 1.5; the other is isotropic, with g = 2. Their field-swept EPR absorptions, computed at 9.5 GHz under identical conditions, have areas in the ratio 1.282. The transition probabilities, averaged over orientation, are in the ratio 6.211/4 = 1.553. Anyone who took the area as a measure of transition probability times number of spins would find 1.282/1.553 = 0.826 spins in the first sample for each spin in the second, although the true ratio is 1.

**The counter-example in full**

The Hamiltonian is H = μB B·g·S, with static field B = B n and n a unit vector. The microwave field is linear, weak, and directed along a unit vector m perpendicular to n. Write p for g⊥, l for g∥, θ for the angle between n and the symmetry axis, s = sin θ and c = cos θ. With n = (s, 0, c), the spin couples to the vector

gᵀn = (p s, 0, l c), of length g(θ) = √(p²s² + l²c²).

The two levels are therefore separated by hν0 = g(θ) μB B, and the spin is quantized along the unit vector u = gᵀn/g.

The microwave field couples through m·g·S = a·S, with a = gᵀm. The component of a along u is diagonal in the two levels and causes no transition. The component perpendicular to u, of length a⊥, has an off-diagonal element of magnitude a⊥/2. Hence

4 |⟨upper| m·g·S |lower⟩|² = a⊥².

In a powder, crystallites with the same θ are also turned at random about B, so m takes every direction perpendicular to n. Since a⊥² is quadratic in m, its average is half the sum over two perpendicular choices of m.

For m = (0, 1, 0), a = (0, p, 0) is already perpendicular to u, and a⊥² = p².

For m = (c, 0, −s), a = (p c, 0, −l s). The vectors a and u lie in one plane, so a⊥ is the magnitude of their cross product:

a⊥ = |p c · l c + l s · p s|/g = p l/g.

The average, called g1², is

g1² = ½ p² (1 + l²/g²).

This is the transition probability, apart from factors common to all orientations. For an isotropic centre it equals g².

The spectrometer does not sweep the frequency, however. It holds ν fixed and sweeps B. Let f be the line shape, with unit area in frequency. One orientation contributes g1² f(ν − gμB B/h) to the absorption, apart from a population factor treated below. Its area over field follows from x = ν − gμB B/h, for which dB = −(h/gμB) dx. The minus sign is cancelled by the reversal of the limits, and for a narrow line the point B = 0 lies far out in the wing:

∫ f(ν − gμB B/h) dB = h/(gμB).

The area belonging to one orientation is thus proportional to g1²/g. A given interval of frequency corresponds to a shorter interval of field when g is large.

For the powder, average over c from 0 to 1:

⟨g1²/g⟩ = ½ p² ∫dc/g + ½ p² l² ∫dc/g³.

Here p > l. Put r² = p² − l², so that g² = p² − r²c². The first integral is

J = ∫₀¹ dc/√(p² − r²c²) = arcsin(r/p)/r.

For the second, dg/dc = −r²c/g, and therefore

d(c/g)/dc = 1/g + r²c²/g³ = (g² + r²c²)/g³ = p²/g³.

Since g = l at c = 1, the integral of 1/g³ is 1/(p²l). Altogether,

⟨g1²/g⟩ = ½ p² J + ½ l.

With p = 3 and l = 1.5, r = √6.75 = 2.598 and J = 0.4031. The weight is 4.5 × 0.4031 + 0.75 = 2.564. The isotropic reference has weight g²/g = 2, and 2.564/2 = 1.282, the ratio of areas stated at the start.

The average without 1/g needs

∫₀¹ dc/g² = artanh(r/p)/(p r) = 0.1690,

which gives ⟨g1²⟩ = 4.5 × (1 + 2.25 × 0.1690) = 6.211. This is a correct average of the transition probability, but it is not the field-swept area.

The factor also changes the shape of the pattern. At the parallel edge, 452.5 mT, g1² = 9 and g1²/g = 6. At the perpendicular edge, 226.3 mT, g1² = 5.625 and g1²/g = 1.875. The weight of a parallel orientation relative to a perpendicular one is 1.6 without the factor and 3.2 with it. These are weights per orientation, not heights of the powder pattern, which also depend on how many orientations resonate in each interval of field. That count is a separate matter: it redistributes area along the field axis without changing the total.

**The correct general statement**

Let G = g gᵀ. For a spin-1/2 centre with linear Zeeman splitting and an arbitrary g tensor, the area of the field-swept absorption per spin, at fixed frequency, temperature, microwave amplitude and gain, is proportional to

w = ⟨g1²/g⟩, with g² = n·G·n and g1² = ½ [Tr G − |Gn|²/g²].

The conditions are that the signal is not saturated, the lines are narrow compared with ν, the orientations are random and the whole spectrum is recorded.

**Proof**

The splitting is μB B |gᵀn|, and |gᵀn|² = n·G·n. As before, each m contributes the squared length of gᵀm less the square of its component along u = gᵀn/g. Sum each part over two perpendicular directions m in the plane normal to n.

Over a complete orthonormal set, the squared lengths |gᵀe|² add up to Tr G. Removing the member n leaves Tr G − g².

The component along u is (gᵀm)·(gᵀn)/g = m·Gn/g. The squares of m·Gn over the two directions add up to |Gn|² − (n·Gn)² = |Gn|² − g⁴. Division by g² gives |Gn|²/g² − g².

The difference of the two sums is Tr G − |Gn|²/g², and half of it is g1².

The net absorption is the transition rate times the population difference. For two levels separated by hν0, the Boltzmann difference per spin is tanh(hν0/2kT), so at fixed ν

A(B) ∝ tanh(hν0(B)/2kT) g1² f(ν − ν0(B)).

For a narrow line the hyperbolic tangent may be evaluated at resonance, where ν0 = ν whatever the value of g. It becomes the common factor tanh(hν/2kT). The remaining integral is h/(gμB), and averaging over n gives the result. ∎

High temperature was not assumed. In the computed spectra the polarization at resonance is 0.0023 at 100 K and 0.641 at 0.3 K, while the ratio of areas is 1.282 at both. Sample and reference must, of course, be at the same temperature. The model has only two levels per centre. When the spin-1/2 is an effective one, the lowest doublet of a larger manifold, as is usual for g values far from 2, the area counts only the centres in that doublet, and the thermal population of the excited levels must be allowed for separately.

**Where the factor appears in a line**

The factor does not depend on whether the broadening is constant in frequency or in field. Compare single lines at g = 1.5 and g = 3.

With a fixed rms frequency width of 100 MHz, both lines have the same height, 3.989 per GHz, but their rms field widths are 4.76 and 2.38 mT. The larger g gives half the area because its line is narrower.

With a spread of local fields of rms 3 mT, the widths are nearly equal, 3.04 and 3.01 mT, and the heights are 6.26 and 3.16 per GHz. Now the larger g gives half the area because its line is lower. The small departures from equal widths and a height ratio of 2 come from the 10 MHz rms width given to each spin packet. In field this is 0.476 mT at g = 1.5 and 0.238 mT at g = 3; Gaussian widths add in quadrature, so √(3² + 0.476²) = 3.04 mT and √(3² + 0.238²) = 3.01 mT, and each height is the area divided by √(2π) times the width.

In both cases the areas are 47.63 and 23.82 mT/GHz, as h/(gμB) requires.

This settles how a simulation should be written. A shape normalized in frequency and evaluated at ν − ν0(B) already contains the factor. A shape normalized to unit area in field does not, and must be multiplied by 1/g.

**Counting spins**

Let both derivative spectra be recorded with the same field-modulation amplitude and integrated twice, with baselines that return to zero. Lorentzian wings fall off slowly, so a sweep that ends close to the edges of the pattern can bias the ratio of double integrals by several per cent; the sweep must reach well beyond both edges. If the resonator Q, the filling factor and the sample position are also the same, each area is a common constant times N w, so

Nx/Nref = (areax/arearef) (wref/wx).

For the example this is 1.2819 × 2/2.5638 = 1.000.

If the transition probability is used alone, with an isotropic reference, the weights are replaced by ⟨g1²⟩ and gref². The true ratio of areas is Nx wx/(Nref gref), so the apparent ratio of spins is

(Nx/Nref) (wx/gref) (gref²/⟨g1²⟩) = (Nx/Nref) gref/ĝ, with ĝ = ⟨g1²⟩/⟨g1²/g⟩.

Here ĝ = 2.42 and the apparent ratio is 2/2.42 = 0.826, which is 17% below the true value. The quantity 1/ĝ is the mean of 1/g weighted by g1².

The error is therefore not confined to anisotropic centres. For an isotropic sample ĝ = g, and the count is wrong by gref/g. It vanishes when ĝ equals gref, even if the sample is anisotropic.

In this example, applying the factor twice errs in the other direction (for this sample both errors would have the same sign if gref lay between ⟨g1²/g⟩/⟨g1²/g²⟩ = 2.32 and ĝ = 2.42). The sample weight becomes ⟨g1²/g²⟩ = 1.105, the reference weight becomes 1, and the count is 1.282/1.105 = 1.160. With no correction for g at all, the count is the raw ratio, 1.282.

For three different principal values the average can be computed by quadrature or estimated from the Aasa–Vänngård approximation

w ≈ (2/3) √((gx² + gy² + gz²)/3) + (gx + gy + gz)/9.

For equal principal values it gives (2/3)g + (1/3)g = g, as it should. Relative to quadrature, its error is 0.06% for the axial example, 0.01% for (2.0, 2.1, 2.3) and 0.63% for (1, 2, 4).

**Limits of the 1/g rule**

As l approaches p, J tends to 1/p and w tends to p, the isotropic result. As l tends to zero, r tends to p, J tends to π/(2p), and w tends to πp/4. In that limit the parallel edge, at hν/(lμB), moves beyond any available field. The formula still gives the area of the complete spectrum, but a finite sweep records less of it, and the count comes out too low unless the missing part is estimated.

The rule can also fail when the splitting is not proportional to B. The same change of variable then gives, for each resonance, the factor 1/|dν0/dB|, so it is the slope of ν0 that matters. A constant offset, such as a first-order hyperfine shift, leaves the slope at gμB/h and the factor at h/(gμB); a splitting that curves with B has a slope that varies with the field, so the factor must be evaluated at resonance. Consider a doublet with a gap Δ at zero field:

hν0 = √(Δ² + (g_eff μB B)²).

Differentiation gives h dν0/dB = (g_eff μB)² B/(hν0). At resonance hν0 = hν and g_eff μB B = √((hν)² − Δ²), so

1/|dν0/dB| = [h/(g_eff μB)] · hν/√((hν)² − Δ²).

An S = 1 centre with the field along z and the zero-field terms D Sz² + E(Sx² − Sy²) provides such a doublet. Between the states with Sz = ±1, the diagonal energies are D ± gμB B and the coupling is E. The levels are D ± √(E² + (gμB B)²), so Δ = 2E and g_eff = 2g.

With E/h = 2 GHz and g = 2, the gap is 4 GHz and g_eff = 4. At 9.5 GHz the predicted enhancement over the 1/g_eff rule is 9.5/√(9.5² − 4²) = 1.1025. The area found by diagonalization is 19.69 mT/GHz against 17.86 from the simple rule, a ratio of 1.1025. This comparison concerns the conversion factor alone; a full intensity also needs the populations and the matrix element at the resonance field. Here both levels are mixtures of Sz = ±1, which Sx and Sy connect only to Sz = 0, so the matrix element vanishes for a microwave field perpendicular to B, and the line is excited only by a microwave field along z.

As hν approaches Δ from above, the factor diverges. The splitting then hardly changes with field, the line becomes broad in B, and the narrow-line argument no longer applies.

The computed areas, weights and ratios are in the numerical output below; the other numbers follow from them or from the formulas above, and the 10 MHz packet width is set in the program.

Computed results

```
microwave frequency             9.50 GHz
h/muB                           71.4477 mT/GHz
rms frequency width             100 MHz
rms spread of local fields      3.0 mT
g=1.5, frequency broadening: height 3.989 /GHz, rms width 4.763 mT, area 47.632 mT/GHz
g=1.5, field broadening: height 6.256 /GHz, rms width 3.038 mT, area 47.632 mT/GHz
g=3.0, frequency broadening: height 3.989 /GHz, rms width 2.382 mT, area 23.816 mT/GHz
g=3.0, field broadening: height 3.157 /GHz, rms width 3.009 mT, area 23.816 mT/GHz
sample g_perp, g_par; reference g   3.0, 1.5; 2.0
field at perpendicular edge     226.25 mT
field at parallel edge          452.50 mT
field of reference line         339.38 mT
T=100.0 K: polarization at resonance 0.002280, area ratio sample/reference 1.2819
T=0.3 K: polarization at resonance 0.641006, area ratio sample/reference 1.2819
J = average of 1/g              0.40307
<g1sq/g>  (correct weight)      2.5638
<g1sq>    (probability alone)   6.2108
<g1sq/g^2> (factor used twice)  1.1054
g_hat = <g1sq>/<g1sq/g>         2.4225
spins in sample per spin in reference (true value 1):
  correct weight                1.0000
  probability alone             0.8256
  factor used twice             1.1597
  no g correction at all        1.2819
parallel edge: g1sq 9.0000, g1sq/g 6.0000
perpendicular edge: g1sq 5.6250, g1sq/g 1.8750
parallel/perpendicular weight: g1sq 1.600, g1sq/g 3.200
g=(3.0, 3.0, 1.5): quadrature 2.5638, approximation 2.5654, error 0.06 %
g=(2.0, 2.1, 2.3): quadrature 2.1355, approximation 2.1358, error 0.01 %
g=(1.0, 2.0, 4.0): quadrature 2.5257, approximation 2.5416, error 0.63 %
S=1 doublet: D 30 GHz, E 2 GHz, g 2.0, zero-field gap 4.0 GHz, g_eff 4.0
  field area 19.6929 mT/GHz, 1/g_eff rule 17.8619 mT/GHz
  ratio 1.1025, predicted 1.1025
```
